# Exponential Decay of Electrostatic Corrugation above an Oxide Surface: test program

```python
"""
Result under test: above a neutral periodic ionic surface the lateral potential
corrugation decays as exp(-G1*z), G1 being the shortest surface reciprocal
vector with nonzero charge weight. For rocksalt (001), with point charges +-q,
    C(z) = (16*q*k/b) * exp(-2*pi*z/b) / (1 + exp(-sqrt(2)*pi)).
C: potential above a cation minus that above an anion (V); z: height above the
top ion plane (nm); a: cubic lattice constant; b=a/sqrt(2): surface cell side;
d=a/2: plane spacing; k=e/(4*pi*epsilon0) in V nm; q: charge in units of e.
Material inputs are rough typical values for magnesium oxide and a 2D channel.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded
from scipy.special import erfc

# Inputs
a = 0.42
q = 2.0
eps_electronic = 3.0
eps_static = 10.0
eps_channel = 10.0
rumple = 0.005
modulation = 0.02
valence_depth = 7.0
tail_electrons = 8.0
temperature = 300.0

k = const.e / (4 * np.pi * const.epsilon_0) * 1e9
kT = const.k * temperature / const.e
b = a / np.sqrt(2)
d = a / 2
G1 = 2 * np.pi / b
heights = np.array([0.3, 0.4, 0.5, 0.6])

# Direct sums over ions; the smooth cutoff is far from the observation point.
n_max = 62
i, j = np.meshgrid(np.arange(-n_max, n_max + 1),
                   np.arange(-n_max, n_max + 1), indexing="ij")
radius = d * np.hypot(i, j)
window = 0.5 * erfc((radius / d - 30) / 5)
parity = (i + j) % 2
alternating = np.where(parity == 0, 1.0, -1.0)


def plane_sum(z, charges):
    return np.sum(charges * window / np.sqrt(radius**2 + z**2))


def direct_corrugation(z):
    # Exchanging cation and anion sites reverses every charge in a plane.
    return sum((-1)**n * 2 * q * k * plane_sum(z + n * d, alternating)
               for n in range(8))


prefactor = 16 * q * k / b / (1 + np.exp(-np.sqrt(2) * np.pi))


def corrugation(z):
    return prefactor * np.exp(-G1 * z)


direct = np.array([direct_corrugation(z) for z in heights])
formula = corrugation(heights)
assert np.allclose(direct, formula, rtol=1e-3, atol=0)
direct_rate = np.log(direct[2] / direct[3]) / (heights[3] - heights[2])
assert abs(direct_rate / G1 - 1) < 1e-4
next_star = 2 / np.sqrt(5) * np.exp(-(np.sqrt(5) - 1) * G1 * heights[0])
next_star *= ((1 + np.exp(-G1 * d))
              / (1 + np.exp(-np.sqrt(5) * G1 * d)))
assert abs((direct[0] / formula[0] - 1) / next_star - 1) < 0.02

# Outward displacement of top-plane anions.
z_test = 0.4
rumple_direct = (plane_sum(z_test, alternating)
                 + plane_sum(z_test - rumple, alternating))
rumple_direct /= 2 * plane_sum(z_test, alternating)
rumple_factor = (1 + np.exp(G1 * rumple)) / 2
assert abs(rumple_direct / rumple_factor - 1) < 1e-3

# Alternating change of cation charge doubles one surface period.
cell_index = (i + j) // 2
doubled = np.where(parity == 0, np.where(cell_index % 2 == 0, 1.0, -1.0), 0.0)
double_prefactor = 8 * modulation * k / b


def doubled_corrugation(z):
    return double_prefactor * np.exp(-np.pi * z / b)


double_direct = 2 * modulation * k * plane_sum(0.6, doubled)
assert abs(double_direct / doubled_corrugation(0.6) - 1) < 1e-3
crossover = np.log(prefactor / double_prefactor) / (G1 / 2)
assert direct_corrugation(crossover - 0.05) > doubled_corrugation(crossover - 0.05)
assert direct_corrugation(crossover + 0.05) < doubled_corrugation(crossover + 0.05)

# One lateral Fourier mode of Poisson's equation, with x = G*z.
step = 0.01
x = np.arange(-1400, 2201) * step
midpoints = (x[:-1] + x[1:]) / 2


def poisson_mode(source, eps_oxide, eps_top=1.0, gap=6.0):
    eps_half = np.where(midpoints < 0, eps_oxide,
                        np.where(midpoints > gap, eps_top, 1.0))
    left, right = eps_half[:-1], eps_half[1:]
    size = len(x) - 2
    matrix = np.zeros((3, size))
    matrix[0, 1:] = -right[:-1] / step**2
    matrix[1] = (left + right) / step**2 + (left + right) / 2
    matrix[2, :-1] = -left[1:] / step**2
    rhs = np.zeros(size)
    rhs[int(round((source - x[0]) / step)) - 1] = 2 / step
    result = np.zeros(len(x))
    result[1:-1] = solve_banded((1, 1), matrix, rhs)
    return result


def at(values, position):
    return values[int(round((position - x[0]) / step))]


oxide_factor = 2 / (1 + eps_electronic)
channel_factor = 2 / (1 + eps_channel)
for source in (0.0, -1.5):
    bare = at(poisson_mode(source, 1.0), 6.0)
    oxide = at(poisson_mode(source, eps_electronic), 6.0)
    both = at(poisson_mode(source, eps_electronic, eps_channel), 6.0)
    assert abs(oxide / bare / oxide_factor - 1) < 1e-3
    assert abs(both / bare / (oxide_factor * channel_factor) - 1) < 1e-3

# Integrating all modes gives the image response to a point charge.
source_positions = np.linspace(0, 10, 101)
image_modes = [at(poisson_mode(s, eps_static), s) - at(poisson_mode(s, 1.0), s)
               for s in source_positions]
image_integral = simpson(image_modes, x=source_positions)
image_formula = -(eps_static - 1) / (eps_static + 1) / 2
assert abs(image_integral / image_formula - 1) < 2e-3

# Thermal variance and response in a coupled harmonic model.
u = np.linspace(-7, 7, 301)
u1, u2 = np.meshgrid(u, u, indexing="ij")
model_phi = 0.7 * u1 - 0.4 * u2
model_energy = u1**2 + 0.5 * u1 * u2 + 0.5 * u2**2
model_kT = 0.3


def thermal_moments(charge):
    weight = np.exp(-(model_energy + charge * model_phi) / model_kT)
    weight /= weight.sum()
    mean = np.sum(weight * model_phi)
    return mean, np.sum(weight * model_phi**2) - mean**2


charge_step = 0.01
response = (thermal_moments(charge_step)[0]
            - thermal_moments(-charge_step)[0]) / (2 * charge_step)
assert abs(thermal_moments(0)[1] / (-model_kT * response) - 1) < 1e-6

# Electron tail beyond the observation point, from an exponential cloud.
beta = 2 * np.sqrt(2 * const.m_e * valence_depth * const.e) / const.hbar * 1e-9


def tail_term(r):
    return tail_electrons * np.exp(-beta * r) * (1 / r + beta / 2)


r_test = 0.15
outer_potential = quad(
    lambda r: tail_electrons * beta**3 / 2 * r**2 * np.exp(-beta * r)
    * (1 / r_test - 1 / r), r_test, r_test + 2.0, epsabs=1e-12)[0]
assert abs(outer_potential / tail_term(r_test) - 1) < 1e-6


def tail_correction(z):
    distances = np.sqrt(radius**2 + z**2)
    return k * np.sum(alternating * tail_term(distances))


# Nonperiodic effects and derived heights
def defect_potential(z):
    return 2 * k / ((1 + eps_static) * z)


ionic_response = ((eps_static - 1) / (eps_static + 1)
                  - (eps_electronic - 1) / (eps_electronic + 1))


def thermal_rms(z):
    return np.sqrt(kT * k * ionic_response / (2 * z))


thermal_height = np.log(prefactor / kT) / G1
total_screening = oxide_factor * channel_factor
screened_height = np.log(prefactor * total_screening / kT) / G1

print(f"Cubic lattice constant (rough): {a:.2f} nm")
print(f"Ionic charge magnitude (nominal): {q:.1f} e")
print(f"Surface cell side b: {b:.4f} nm")
print(f"Plane spacing d: {d:.3f} nm")
print(f"Coulomb constant k: {k:.4f} V nm")
print(f"Shortest active reciprocal vector G1: {G1:.3f} nm^-1")
print(f"Decay rate from direct ion sums: {direct_rate:.3f} nm^-1")
print(f"Decay length 1/G1: {1 / G1:.4f} nm")
print(f"Decay length 1/G1: {1e-9 / G1 / const.value('Bohr radius'):.4f} bohr")
print(f"Wrong decay length from inactive 2*pi/a: {a / (2 * np.pi):.4f} nm")
print(f"Height for tenfold drop: {np.log(10) / G1:.4f} nm")
print(f"Extrapolated corrugation prefactor: {prefactor:.2f} V")
print(f"Deeper-plane factor: {1 / (1 + np.exp(-G1 * d)):.5f}")
for z, exact_sum, estimate in zip(heights, direct, formula):
    print(f"C({z:.1f} nm): direct {1e3 * exact_sum:.4f} mV, "
          f"formula {1e3 * estimate:.4f} mV")
print(f"Next-star fraction at 0.3 nm: {next_star:.3e} (dimensionless)")
print(f"Temperature: {temperature:.0f} K; kT: {1e3 * kT:.2f} meV")
print(f"Height where bare corrugation energy equals kT: {thermal_height:.3f} nm")
print(f"Oxide permittivities (rough): electronic {eps_electronic:.1f}, "
      f"static {eps_static:.1f} (relative)")
print(f"Channel permittivity (rough): {eps_channel:.1f} (relative)")
print(f"Oxide polarization factor: {oxide_factor:.3f} (dimensionless)")
print(f"Channel polarization factor: {channel_factor:.3f} (dimensionless)")
print(f"Combined screening factor: {total_screening:.4f} (dimensionless)")
print(f"Screened C(0.3 nm): {1e3 * total_screening * corrugation(0.3):.2f} mV")
print(f"Screened height for kT: {screened_height:.3f} nm")
print(f"Height shift equivalent to screening: {-np.log(total_screening) / G1:.3f} nm")
print(f"Outward anion displacement (rough): {rumple:.3f} nm")
print(f"Top-plane rumpling factor: {rumple_factor:.4f} (dimensionless)")
print(f"Valence-state depth below vacuum (rough): {valence_depth:.1f} eV")
print(f"Electrons in tail model: {tail_electrons:.0f} per anion")
print(f"Electron density decay rate beta: {beta:.2f} nm^-1")
for z in (0.3, 0.5):
    correction = tail_correction(z)
    print(f"Electron-tail reduction at {z:.1f} nm: {1e3 * correction:.4f} mV, "
          f"{100 * correction / corrugation(z):.2f} percent of C")
print(f"Doubled-period charge modulation: {modulation:.3f} e")
print(f"Doubled-period decay length: {b / np.pi:.4f} nm")
print(f"Height where doubled-period part overtakes C: {crossover:.3f} nm")
for z in (0.3, 0.5):
    print(f"Doubled-period corrugation at {z:.1f} nm: "
          f"{1e3 * doubled_corrugation(z):.3f} mV")
    print(f"One-electron-charge defect, directly above at {z:.1f} nm: "
          f"{1e3 * defect_potential(z):.1f} mV")
    print(f"Classical thermal ionic rms potential at {z:.1f} nm: "
          f"{1e3 * thermal_rms(z):.1f} mV")
print("success")
```

Running it gives:

```
Cubic lattice constant (rough): 0.42 nm
Ionic charge magnitude (nominal): 2.0 e
Surface cell side b: 0.2970 nm
Plane spacing d: 0.210 nm
Coulomb constant k: 1.4400 V nm
Shortest active reciprocal vector G1: 21.157 nm^-1
Decay rate from direct ion sums: 21.157 nm^-1
Decay length 1/G1: 0.0473 nm
Decay length 1/G1: 0.8932 bohr
Wrong decay length from inactive 2*pi/a: 0.0668 nm
Height for tenfold drop: 0.1088 nm
Extrapolated corrugation prefactor: 153.35 V
Deeper-plane factor: 0.98837
C(0.3 nm): direct 268.7738 mV, formula 268.6783 mV
C(0.4 nm): direct 32.3911 mV, formula 32.3902 mV
C(0.5 nm): direct 3.9048 mV, formula 3.9048 mV
C(0.6 nm): direct 0.4707 mV, formula 0.4707 mV
Next-star fraction at 0.3 nm: 3.544e-04 (dimensionless)
Temperature: 300 K; kT: 25.85 meV
Height where bare corrugation energy equals kT: 0.411 nm
Oxide permittivities (rough): electronic 3.0, static 10.0 (relative)
Channel permittivity (rough): 10.0 (relative)
Oxide polarization factor: 0.500 (dimensionless)
Channel polarization factor: 0.182 (dimensionless)
Combined screening factor: 0.0909 (dimensionless)
Screened C(0.3 nm): 24.43 mV
Screened height for kT: 0.297 nm
Height shift equivalent to screening: 0.113 nm
Outward anion displacement (rough): 0.005 nm
Top-plane rumpling factor: 1.0558 (dimensionless)
Valence-state depth below vacuum (rough): 7.0 eV
Electrons in tail model: 8 per anion
Electron density decay rate beta: 27.11 nm^-1
Electron-tail reduction at 0.3 nm: 28.5913 mV, 10.64 percent of C
Electron-tail reduction at 0.5 nm: 0.0433 mV, 1.11 percent of C
Doubled-period charge modulation: 0.020 e
Doubled-period decay length: 0.0945 nm
Height where doubled-period part overtakes C: 0.500 nm
Doubled-period corrugation at 0.3 nm: 32.472 mV
One-electron-charge defect, directly above at 0.3 nm: 872.7 mV
Classical thermal ionic rms potential at 0.3 nm: 140.5 mV
Doubled-period corrugation at 0.5 nm: 3.915 mV
One-electron-charge defect, directly above at 0.5 nm: 523.6 mV
Classical thermal ionic rms potential at 0.5 nm: 108.8 mV
success
```
